Repairing Gaussian Vacuum Tails by Plane-Wise Fourier Propagation

**Definitions and conventions**

A crystal surface is periodic in the lateral position r = (x, y), with cell area A and reciprocal lattice vectors G. The coordinate z points into the vacuum. Formulas are in Hartree atomic units; the example is in nm and eV. One electron moves in a local mean-field potential V(r,z), and energies are measured from the vacuum level on the side considered, so that V → 0 far outside and a bound state has E < 0. A state with lateral Bloch vector k is written

ψ(r,z) = Σ_G c_G(z) exp[i(k+G)·r],

c_G(z) = (1/A) ∫_cell exp[−i(k+G)·r] ψ(r,z) d²r.

It is normalized to one over the cell area and all z. The tip of a scanning tunnelling microscope is represented by a point: at low bias, with an s-wave tip, the current from one state is taken as proportional to |ψ|² at the tip centre. What is needed is therefore ψ several tenths of a nm outside the surface, where a localized basis is least reliable.

**What the naive evaluation does wrong**

The direct course is to evaluate the basis expansion at the tip. Consider a Bloch sum of Gaussians exp[−α(|r−R|²+z²)] on lattice sites R. In its Fourier coefficient, the sum over sites turns the integral over one cell into an integral over the whole plane:

(1/A) exp(−αz²) ∫ exp[−i(k+G)·r − αr²] d²r = (π/αA) exp(−|k+G|²/4α) exp(−αz²).

Two faults can be read off. First, the decay is Gaussian. The logarithmic slope −2αz steepens without limit, whereas a bound state in a flat vacuum has a constant asymptotic slope. Second, every lateral component carries the same factor exp(−αz²). Far out, where the most diffuse exponent dominates, the ratio of the components is frozen. In a true vacuum tail at k = 0 the fine lateral structure dies out faster than the average. At the zone boundary two leading components can decay equally fast, and their contrast then persists.

So, at k = 0, the density becomes far too small while its relative lateral variation stays far too large. A common factor depending on z could mend the first fault but not the second; a constant factor would mend neither. The components must be treated separately.

**The equation each component obeys**

Insert the Bloch expansion in −½∇²ψ + Vψ = Eψ and project on exp[i(k+G)·r]. The lateral Laplacian gives −|k+G|², so

−½c_G'' + ½|k+G|²c_G + Σ_G' V_{G−G'}(z) c_G' = E c_G,

where V_{G−G'} are the lateral Fourier coefficients of V; inside the sum, c_G' is the coefficient belonging to the summation vector G', while the double prime in c_G'' denotes d²/dz². Now suppose that V = 0 for all z ≥ z0. The coupling disappears, and multiplication by −2 leaves

c_G'' = κ_G² c_G, κ_G = √(2|E| + |k+G|²).

The general solution is a exp(−κ_G z) + b exp(κ_G z). Boundedness requires b = 0, and the value on the plane fixes a. Hence, for z ≥ z0,

ψ(r,z) = Σ_G c_G(z0) exp[i(k+G)·r] exp[−κ_G(z−z0)].

The values of ψ on one plane are enough; its normal derivative is not needed. The repair keeps the localized function below z0 and uses this expression above. The slope may then jump at z0, because the localized components need not satisfy c_G' = −κ_G c_G, with the single prime now meaning d/dz. A large jump reveals a bad plane or a bad basis, but a small one does not prove the values right.

The lateral momentum in κ_G has a direct meaning. At fixed total energy, kinetic energy spent on lateral motion is missing from the normal motion, which must tunnel through a higher effective barrier. For E > 0, components with |k+G|² < 2E would propagate instead of decaying, and boundedness would no longer select one solution.

**The discrete scheme**

Take N × N equally spaced points r_j in the cell and remove the Bloch phase, leaving the periodic function u = exp(−ik·r)ψ. The discrete transform is

C_G = (1/N²) Σ_j u(r_j,z0) exp(−iG·r_j).

Substituting u = Σ_G' c_G' exp(iG'·r), the sum over mesh points vanishes unless G' and G differ by N times a reciprocal lattice vector; call such a difference M. Then

C_G = Σ_M c_{G+M}(z0).

The term M = 0 is the wanted coefficient, and the others are aliases. An alias is propagated with the decay constant of the lower vector G instead of its own, so the mesh must resolve the function on the plane. For the smooth example below this is easy: at 0.60 nm, above an atom and above the hollow, a 6 × 6 mesh gives the same density as a 24 × 24 mesh to within 0.001 %. The steps are:

1. Obtain ψ on the plane and E relative to the vacuum level.
2. Multiply by exp(−ik·r), apply a fast Fourier transform and divide by N².
3. Assign signed vectors G, positive and negative, to the transform's output, and form κ_G from |k+G|.
4. Multiply each coefficient by exp[−κ_G(z−z0)], transform back and restore exp(ik·r).

In step 3, reading the upper half of the output as large positive frequencies would give those components a wrong, too rapid decay.

**A model with a known tail**

To see what the repair achieves, the true tail must be known. The model is one square layer of wells −D exp(−|r−R|²/s²), with three-dimensional distance in the exponent, period 0.40 nm and s = 0.08 nm. The atoms lie at z = 0, which is a mirror plane. The state of interest has k = 0 and E = −4.5 eV.

The reference solution uses 121 lateral plane waves and sixth-order finite differences in z, with 200 points spaced by 0.01 nm. No decay law is imposed. With the energy prescribed, the Schrödinger equation becomes an eigenvalue problem for D, solved by power iteration for the state even in z that needs the shallowest well. The result is D = 34.9 eV.

The localized version is a variational calculation at this same depth. Its basis consists of Bloch sums of Gaussians with exponents 0.10, 0.20, 0.40 and 0.80 bohr⁻², each with and without a factor z². Its energy is −4.486 eV, only 0.014 eV above the reference. The plane is put at z0 = 0.20 nm and sampled on a 24 × 24 mesh.

With g = 2π/(0.40 nm) = 15.71 nm⁻¹, the reference decay constants are κ_0 = 10.87 nm⁻¹ for G = 0 and κ_1 = √(10.87² + 15.71²) = 19.10 nm⁻¹ for |G| = g. Above an atom the densities, relative to the reference, are:

height 0.4 nm: raw 0.15, repaired 0.984
height 0.6 nm: raw 2.5×10⁻⁵, repaired 0.945
height 0.8 nm: raw 1.0×10⁻¹¹, repaired 0.941
height 1.0 nm: raw 1.2×10⁻²⁰, repaired 0.945

The reference density at 0.6 nm is 1.49×10⁻⁴ nm⁻³. The raw tail is useless there, while the repaired one is about 6 % low and stays so up to 1.0 nm.

A state at general k tests the role of lateral momentum. For k = (0.3, 0.1)g the depth was chosen anew, 35.7 eV, to keep E = −4.5 eV. Reference data on the plane at 0.20 nm were propagated to 0.60 nm and compared with the reference there at five lateral points. The largest error, relative to the largest reference amplitude among these points, is 0.006 %. If √(2|E|) is used for every component, it is 168 %. Even the component G = 0 is then too large, by exp[(11.95−10.87)×0.40] = 1.54, since its proper decay constant is √(10.87² + 0.1×15.71²) = 11.95 nm⁻¹.

**What errors survive**

Let the localized coefficient on the plane be (1+δ_G) times the true one, and let κ_G^loc follow from the localized energy E_loc. Dividing the two propagated coefficients gives

repaired/true = (1+δ_G) exp[−(κ_G^loc−κ_G)(z−z0)].

Since (κ_G^loc)² − κ_G² = −2(E_loc−E), factoring the left side gives

κ_G^loc − κ_G = −2(E_loc−E)/(κ_G^loc+κ_G) ≈ −(E_loc−E)/κ_G.

A variational energy that is too high thus makes the tail decay slightly too slowly. For G = 0 the plane ratio is 0.959 and the decay constant is too small by 0.017 nm⁻¹. At 0.60 nm the law predicts 0.959 exp(0.017×0.40) = 0.966, which is the calculated ratio. For |G| = g the plane ratio is 1.371 and becomes 1.376.

The repair therefore carries the relative error of each component outward almost unchanged. Absolute errors do shrink. If δc_G is the coefficient error on the plane and the energy is exact, orthogonality of the plane waves gives

(1/A)∫_cell |δψ(r,z)|² d²r = Σ_G |δc_G|² exp[−2κ_G(z−z0)] ≤ exp[−2κ_min(z−z0)] Σ_G |δc_G|²,

where κ_min is the smallest κ_G. Inward continuation reverses the sign of the exponents and amplifies noise, most strongly at large |k+G|.

The good density at 0.4 nm is partly a cancellation. Above an atom the four vectors of length g add to the average; above the hollow at the cell centre they subtract. On the plane c_1/c_0 is 0.109 in the reference and 0.156 in the localized state. At 0.4 nm these ratios have fallen by exp(−8.24×0.20) = 0.19, to 0.021 and 0.030. With these components alone, the amplitude ratio above an atom is 0.962×(1+4×0.030)/(1+4×0.021) = 0.994, where 0.962 is the G = 0 ratio at that height. Above the hollow the signs change and it is 0.962×0.880/0.916 = 0.924, a density about 15 % low. Agreement at a top site alone would flatter the method.

**Corrugation**

For the k = 0 state, keep G = 0 and the four vectors of length g, whose coefficients are equal by the square symmetry. Then

ψ = c_0 exp[−κ_0(z−z0)] [1 + 2q(z)(cos gx + cos gy)],

q(z) = (c_1/c_0) exp[−(κ_1−κ_0)(z−z0)].

The bracket is 1+4q above an atom and 1−4q above the hollow. Let a contour of constant density pass these sites at z_t and z_h. Equating the amplitudes and taking logarithms gives

κ_0(z_t−z_h) = ln[1+4q(z_t)] − ln[1−4q(z_h)].

For small q the right side is 4[q(z_t)+q(z_h)], or 8q at the mean height z_m to leading order. The corrugation is

Δz = z_t−z_h ≈ (8/κ_0)(c_1/c_0) exp[−(κ_1−κ_0)(z_m−z0)].

For the repaired state at z_t = 0.60 nm, z_m = 0.598 nm. With the localized constants κ_0 = 10.85 and κ_1 = 19.09 nm⁻¹ this gives

Δz ≈ (8×0.1558/10.85) exp(−8.24×0.398) = 0.0043 nm.

Root finding on the full repaired density also gives 4.3 pm. The reference has 3.0 pm and the raw state 38 pm. At 0.80 nm the values are 0.82, 0.58 and 27 pm. The repair removes the gross error but leaves a corrugation about 43 % too large, essentially the excess already present in c_1/c_0 on the plane. An energy good to 0.014 eV did not guarantee this ratio: a variational energy error is of second order in the wave-function error, whereas the plane coefficients inherit that error at first order.

The raw values follow from the frozen contrast. The exponent α = 0.10 bohr⁻² is 35.7 nm⁻², so αa² = 5.71 for a = 0.40 nm. The lateral Gaussian sum is 1+4exp(−5.71) = 1.013 above an atom and 4exp(−2.86) = 0.23 above the hollow, to nearest sites. The logarithm of the density ratio is 2 ln(1.013/0.23) ≈ 2.97, independent of height. Where the z² function dominates, the density varies as z⁴exp(−2αz²), with logarithmic slope of magnitude 4αz−4/z. At 0.60 nm the z² term is only about three times the plain Gaussian of the same exponent, so this is an estimate: it gives 79 nm⁻¹, against 81 nm⁻¹ for the full raw state, and 2.97/79 = 0.038 nm. The raw corrugation falls roughly as 1/z, the true one exponentially.

The period controls how long contrast survives. For g ≪ κ_0, expanding the square root gives κ_1−κ_0 ≈ g²/(2κ_0), so broad features persist. For g ≫ κ_0 the difference approaches g−κ_0, and fine features vanish quickly.

**Where to put the plane**

The plane must lie beyond the potential but within reach of the basis. To see the first error, neglect lateral coupling and let V̄(z) be the lateral average of the potential left beyond z0. Put p = −c_0'/c_0. Differentiation gives p' = p² − c_0''/c_0 = p² − κ_0² − 2V̄. With p = κ_0+η and η² dropped, η' = 2κ_0η − 2V̄. The solution that vanishes far out is

η(z) = 2∫_z^∞ V̄(s) exp[−2κ_0(s−z)] ds.

An attractive remainder makes η negative: the true state decays more slowly, and the propagated one comes out too low. The estimate gives the sign but not the full size, because the neglected coupling is not small: for the G = 0 density at 0.60 nm, propagated from 0.10 nm, it gives −1.9 %, whereas the computed error is −3.2 %. The following percentage errors of the density above an atom at 0.60 nm use first reference data, then localized data, on each plane:

z0 = 0.05 nm: −21, −20
z0 = 0.10 nm: −3.3, −3.5
z0 = 0.15 nm: −0.3, −3.6
z0 = 0.20 nm: −0.01, −5.5
z0 = 0.25 nm: below 0.001 in size, −20
z0 = 0.30 nm: below 0.001 in size, −50

The first column isolates the potential, which has the factor exp(−z²/s²): 0.68 at 0.05 nm and 0.002 at 0.20 nm. The second adds the basis error. For this density and this basis the usable window is about 0.10 to 0.20 nm, and the chosen plane sits at its outer edge. The corrugation is more sensitive: at a tip height of 0.60 nm it is 3.3 pm from the plane at 0.15 nm and 4.3 pm from that at 0.20 nm, against 3.0 pm in the reference. The slope gives a warning here, since at 0.20 nm the localized component with |G| = g decays at only 0.64 of the rate κ_1, against 0.87 at 0.15 nm. The mismatch does not rank the planes, however: at 0.25 nm the ratio is 0.68, yet the corrugation is worse, 6.8 pm. A potential reaching farther out would require more diffuse functions so that the plane could move outward too.

**A tail that is not flat**

If V depends on z but not on r beyond z0, the components still decouple, and each exponential is replaced by the decaying solution of its own one-dimensional equation. For an image potential −1/(4x), with x measured from the image plane,

d²c_G/dx² = [κ_G² − 1/(2x)] c_G.

Set t = 2κ_G x and divide by 4κ_G²:

d²c_G/dt² = [1/4 − ν/t] c_G, ν = 1/(4κ_G).

This is Whittaker's equation with second index 1/2. The propagation factor from x_0 to x is therefore W_{ν,1/2}(2κ_G x)/W_{ν,1/2}(2κ_G x_0). At large argument W behaves as t^ν exp(−t/2), so the exponential is multiplied by roughly (x/x_0)^ν. Slowly decaying components have larger ν and gain more, which lowers the contrast.

With the image plane assumed at 0.10 nm and the values at z0 = 0.20 nm held fixed, the G = 0 density at 0.60 nm rises by a factor 3.5, while c_1/c_0 falls by a factor 0.77. The density factor depends on the assumed image plane: it runs from 2.8 to 4.0 as that plane is moved from 0.05 to 0.12 nm. The power law alone, with x/x_0 = 5 and ν = 0.435, would give 5^0.87 ≈ 4.1 for the density. The image potential on the plane would be −3.6 eV, so the barrier there is only 0.9 eV and the image form itself is doubtful so close in.

**Beside a real surface**

The period and binding energy are round values in the rough regime of a c(2×2) metal adlayer on a noble-metal (100) face. The rest is schematic: a free-standing layer with smooth wells, no substrate and one state. Its corrugation of a few pm is not a prediction for such an adlayer. Of the effects sized here, the missing image potential moves the density most, by the factor 3.5. Over the same gap, with plane values fixed, a barrier lowered by an amount that grows linearly from zero at the plane to 0.1 eV at the tip, and keeps that value beyond it, raises the density by 6 %. Placing the vacuum level 0.1 eV too low raises it by 10 %, and shifting the state upward by the thermal energy at 300 K, 0.026 eV, by 2.5 %. A real current also sums over k. For equal coefficients on the plane, a single lateral component with |k+G| = g/2 arrives with 0.13 of the squared amplitude of one with k+G = 0, so states away from k = 0 are suppressed but not absent. Tip orbitals beyond s type, and changes of the surface caused by the tip, lie outside this estimate.
